# Setting the variance of FFT-generated Gaussian rough edges

## What symmetry and dimensions fix

A printed line edge deviates from a straight line by a displacement $x(y)$, where $y$ runs along the edge. A rough-edge generator takes a power spectrum and returns $N$ values $x_j=x(j\Delta)$ on a length $L=N\Delta$. The setting treated here is its normalization: how strongly each Fourier mode is excited, and whether the finished edge is rescaled.

Take $N$ even, join the ends of the edge into a ring, and define

$$X_n=\sum_{j=0}^{N-1}x_j e^{-2\pi i nj/N},\qquad x_j=\frac1N\sum_{n=0}^{N-1}X_n e^{2\pi i nj/N}.$$

Let the edge have zero mean and let no point of the ring be special. Moving the edge by one point multiplies $X_n$ by $e^{2\pi i n/N}$ or its conjugate, depending on the direction. The statistics must not change, so

$$E[X_nX_m^*]=e^{2\pi i(n-m)/N}E[X_nX_m^*].$$

For $n\ne m$ the phase factor differs from 1 and the average must vanish. Different modes are uncorrelated, and the second moments reduce to one number per mode, $p_n=E|X_n|^2/N^2$. Inserting this in the inverse transform gives the covariance at a separation of $j$ points,

$$C_j=E[x_{l+j}x_l]=\sum_{n=0}^{N-1}p_n e^{2\pi i nj/N},\qquad C_0=\sum_n p_n. \tag{1}$$

Thus $p_n$ is a variance, with the dimension of length squared. The prescribed spectrum $S(f)$ is two-sided, with $f$ in cycles per length, and satisfies

$$R(u)=\int_{-\infty}^{\infty}S(f)e^{2\pi i fu}\,df,\qquad R(0)=\sigma^2 .$$

Here $R$ is the covariance of an infinitely long edge and $\sigma$ its rms displacement. $S$ has the dimension of length cubed. Neighbouring modes are $1/L$ apart in frequency, so the natural form is $p_n=S(n/L)/L$, the power in one frequency interval. Dimensions still permit a factor depending on the mode number $n$ and on the ratios of $\Delta$, $L$ and the correlation length. Finding that factor is the discretization problem.

## Real edges: how to draw the coefficients

For real $x_j$, conjugating the definition of $X_n$ gives $X_{N-n}=X_n^*$. Modes $0$ and $N/2$ are their own partners and must be real. The shift argument applied to $E[X_n^2]$ produces the factor $e^{4\pi i n/N}$, which differs from 1 for all other modes. Hence $E[X_n^2]=0$ there: real and imaginary parts have equal variance and are uncorrelated. With independent unit normal numbers $a_n,b_n$, the draw is

$$X_n=N\sqrt{p_n/2}\,(a_n+ib_n),\quad X_{N-n}=X_n^*\qquad(0<n<N/2),$$

$$X_0=N\sqrt{p_0}\,a_0,\qquad X_{N/2}=N\sqrt{p_{N/2}}\,a_{N/2}.$$

This uses $2+2(N/2-1)=N$ normal numbers. With $\theta_{nj}=2\pi nj/N$, adding each mode to its partner gives

$$x_j=\sqrt{p_0}\,a_0+(-1)^j\sqrt{p_{N/2}}\,a_{N/2}+\sum_{0<n<N/2}\sqrt{2p_n}\,(a_n\cos\theta_{nj}-b_n\sin\theta_{nj}).$$

The edge is a linear combination of normal numbers and is therefore Gaussian. The term $n$ contributes $2p_n(\cos\theta_{nj}\cos\theta_{nl}+\sin\theta_{nj}\sin\theta_{nl})=2p_n\cos(\theta_{nj}-\theta_{nl})$ to the covariance, which is the sum of modes $n$ and $N-n$ in (1).

Suppose instead that all $N$ coefficients are drawn as independent complex numbers and the real part of the result is kept. Each mode then contributes $\sqrt{p_n/2}(a_n\cos\theta_{nj}-b_n\sin\theta_{nj})$, with variance $p_n/2$. The edge has half the intended variance. Either impose the symmetry before the inverse transform, or multiply the real part by $\sqrt2$. Every mode has lost the same factor, so this restores the covariance (1) as well as the variance.

## Point spacing: fold the spectrum

On points spaced by $\Delta$, the frequencies $f$ and $f+m/\Delta$, with $m$ an integer, are indistinguishable: their phases at $y=j\Delta$ differ by $2\pi mj$. Sampling therefore moves the power above the Nyquist frequency $1/(2\Delta)$ into the resolved band. The sampled edge has the folded spectrum

$$S_\Delta(f)=\sum_{m=-\infty}^{\infty}S(f+m/\Delta),\qquad p_n=\frac{S_\Delta(n/L)}{L}. \tag{2}$$

To find the covariance this produces, put $q=n+mN$. Then $q/L=n/L+m/\Delta$, and the double sum over $n$ and $m$ becomes one sum over all integers:

$$C_j=\frac1L\sum_{q=-\infty}^{\infty}S(q/L)e^{2\pi i qj\Delta/L}.$$

Compare this with $P(u)=\sum_m R(u+mL)$, which has period $L$. Its Fourier coefficient is

$$\frac1L\int_0^L P(u)e^{-2\pi i qu/L}du=\frac1L\int_{-\infty}^{\infty}R(u)e^{-2\pi i qu/L}du=\frac{S(q/L)}L,$$

because the shifted intervals together cover the whole line. Hence

$$C_j=\sum_{m=-\infty}^{\infty}R(j\Delta+mL). \tag{3}$$

This assumes that $R$ and $S$ decay fast enough for both sums to converge. Folding removes the error of the point spacing from the covariance. What remains is the images created by joining the ends.

### Exponential correlation

Let $R(u)=\sigma^2e^{-|u|/\xi}$, with correlation length $\xi$. The two half-lines of the Fourier integral are complex conjugates, so

$$S(f)=2\sigma^2\,\mathrm{Re}\,\frac1{1/\xi+2\pi i f}=\frac{2\sigma^2\xi}{1+(2\pi f\xi)^2}.$$

The values $R(j\Delta)$ are the Fourier coefficients of the periodic function $S_\Delta$, so $S_\Delta(f)=\Delta\sum_jR(j\Delta)e^{-2\pi i fj\Delta}$. Put $a=e^{-\Delta/\xi}$, $\varphi=2\pi f\Delta$ and $z=ae^{-i\varphi}$. The geometric series gives

$$S_\Delta=\Delta\sigma^2\left[1+2\,\mathrm{Re}\frac z{1-z}\right]=\Delta\sigma^2\,\mathrm{Re}\frac{1+z}{1-z}=\frac{\Delta\sigma^2(1-a^2)}{1-2a\cos\varphi+a^2}. \tag{4}$$

Two values are needed below. The images in (3) sum to

$$C_0=\sigma^2\Big(1+2\sum_{m\ge1}e^{-mL/\xi}\Big)=\sigma^2\coth\frac L{2\xi},$$

and setting $\varphi=0$ in (4) gives the variance of the mean displacement,

$$p_0=\frac{\sigma^2}{N}\,\frac{1+a}{1-a}=\frac{\sigma^2}N\coth\frac\Delta{2\xi}\approx\frac{2\xi}{L}\sigma^2\qquad(\Delta\ll\xi). \tag{5}$$

### Why rescaling a truncated spectrum is not enough

If $S$ is used without folding, with modes $n>N/2$ assigned the negative frequency $(n-N)/L$, the power beyond the Nyquist frequency is lost. The retained fraction is close to

$$\frac1{\sigma^2}\int_{-1/2\Delta}^{1/2\Delta}S\,df=\frac2\pi\arctan\frac{\pi\xi}\Delta\approx1-\frac{2\Delta}{\pi^2\xi}.$$

The mode sum approximates this integral by the trapezoidal rule. A common factor can restore the variance, but it puts the missing power at the wrong frequencies. The mean-square step between neighbours shows this:

$$D=E(x_{j+1}-x_j)^2=2(C_0-C_1)=4\sum_np_n\sin^2\frac{\pi n}N .$$

For $L\gg\xi\gg\Delta$ the step is dominated by frequencies well above $1/\xi$, where $S\approx2\sigma^2/(4\pi^2f^2\xi)$. Replace the sum by an integral and put $t=\pi f\Delta$. The truncated spectrum gives

$$D_{\rm cut}\approx\frac{2\sigma^2\Delta}{\xi}\;\frac2\pi\int_0^{\pi/2}\frac{\sin^2t}{t^2}\,dt .$$

With the upper limit at infinity the integral is $\pi/2$, and the correct leading result $2\sigma^2\Delta/\xi$ follows. The integrand is nonnegative, so stopping at $\pi/2$ makes the step too small by a factor that does not depend on $\Delta/\xi$. The factor that restores the variance tends to 1 as $\Delta/\xi\to0$. A finer grid therefore does not cure the step between neighbouring points, although it does cure the total variance.

## Rescaling: which variance is the target?

Let the variance measured on one edge be taken about that edge's own mean $\bar x=X_0/N$:

$$s^2=\frac1N\sum_j(x_j-\bar x)^2=\frac1{N^2}\sum_{n\ne0}|X_n|^2 .$$

The second form is Parseval's relation with the mean mode removed. Taking the expectation,

$$E\,s^2=\sum_{n\ne0}p_n=C_0-p_0. \tag{6}$$

Even with correct folding, the expected sample variance of a long edge lies below $\sigma^2$ if the mean mode carries power; for exponential correlation with $\Delta\ll\xi$ the difference is about $2\xi\sigma^2/L$. The missing part is real roughness that moves the edge as a whole. In a segment of a much longer line, it comes mainly from wavelengths longer than $L$. Dividing by $N-1$ instead of $N$ does not generally repair this. It would give $N(C_0-p_0)/(N-1)$, which equals $C_0$ if $p_0=C_0/N$, as for uncorrelated points. Positively correlated points have a larger $p_0$.

To give the sample variance a target expectation $\sigma_t^2$, set $X_0=0$ and multiply the edge by

$$g=\frac{\sigma_t}{\sqrt{C_0-p_0}}. \tag{7}$$

The gain is computed once, from the spectrum, and is the same for every edge. The result stays Gaussian, and its covariance is $g^2(C_j-p_0)$.

The choice depends on where the target came from.

- If $\sigma$ describes an infinitely long edge, use folding and no gain, and keep $X_0$. The lower sample variance of a finite edge is then expected and needs no correction. For a segment cut from a long edge, use the open construction below; the ring gives nearly the same sample variance only if $L\gg\xi$.
- If $\sigma_t^2$ is an average of sample variances, each taken about the edge's own mean, over edges of the same length $L$, use the gain. A variance taken about a fitted straight line has lost more long-wavelength power and needs a larger gain than the formulas given here.

With $\sigma_t=\sigma$ the gain raises every remaining mode by $g^2$. For exponential correlation, a finite edge cannot keep both the prescribed spectrum and an expected sample variance equal to the infinite-line value.

## One edge is not the average

Equation (7) fixes an expectation, and individual edges scatter about it. For $0<n<N/2$, $|X_n|^2/N^2=(p_n/2)(a_n^2+b_n^2)$. The square of a unit normal number has variance 2, so this quantity has variance $(p_n^2/4)(2+2)=p_n^2$. It enters $s^2$ twice, through $n$ and $N-n$, and contributes $4p_n^2$, which is $2p_n^2$ per mode. The Nyquist mode, $p_{N/2}a_{N/2}^2$, also contributes $2p_{N/2}^2$. Including the gain,

$$\mathrm{Var}\,s^2=2g^4\sum_{n\ne0}p_n^2. \tag{8}$$

For exponential correlation with $\Delta\ll\xi\ll L$ the sum becomes an integral. With $w=2\pi f\xi$ and $\int_{-\infty}^{\infty}dw/(1+w^2)^2=\pi/2$,

$$\sum_np_n^2\approx\frac1L\int S^2df=\frac{4\sigma^4\xi^2}{L}\,\frac1{2\pi\xi}\,\frac\pi2=\frac{\sigma^4\xi}{L}.$$

The relative standard deviation of $s^2$ is therefore about $\sqrt{2\xi/L}$. Once $\Delta\ll\xi$, adding points at fixed $L$ hardly reduces it; a longer edge does.

A generator may instead divide each edge by its own $s$ and multiply by $\sigma_t$. Each edge then has the target variance, but the ensemble is no longer Gaussian: the condition $\sum_jx_j^2=N\sigma_t^2$ bounds every displacement by $\sqrt N\sigma_t$, while a Gaussian variable has no bound. This choice suits a comparison of edge shapes at fixed rms. It is unsuitable for predicting variation between edges, because it deletes the variation of $s$.

## Worked example

Take the round model parameters $\sigma=\sigma_t=1.5$ nm, $\xi=20$ nm, $\Delta=4$ nm and $N=256$. Then $L=1024$ nm, the target variance is $2.25\ \mathrm{nm}^2$, and $a=e^{-0.2}=0.8187$.

**Spectrum.** Folding changes $S(0)$ from 90 to 90.3 nm³. At the Nyquist frequency, $0.125\ \mathrm{nm}^{-1}$, it changes $S$ from 0.363 to 0.897 nm³. The spectrum grows by 0.3% at $f=0$ but by a factor of about 2.5 at the Nyquist frequency, which a common factor cannot imitate.

**Truncation without correction.** The retained fraction is 0.9595, leaving $0.9595\times2.25=2.159\ \mathrm{nm}^2$. Removing the mean mode, $90/1024=0.088\ \mathrm{nm}^2$, leaves $2.071\ \mathrm{nm}^2$. The root is 1.439 nm, about 4% below the target rms. Truncation and the missing mean contribute nearly equal losses here.

**Neighbour step.** The correct value is $2\sigma^2(1-a)=4.5\times0.1813=0.816\ \mathrm{nm}^2$, and the folded spectrum reproduces it. The truncated spectrum, rescaled to a point variance of $2.25\ \mathrm{nm}^2$, gives $0.638\ \mathrm{nm}^2$. The variance is right, but the mean-square step is 22% too small.

**Gain.** With $L/\xi=51.2$ the images are negligible and $C_0=2.25\ \mathrm{nm}^2$. Equation (5) gives $p_0=0.0882\ \mathrm{nm}^2$, so

$$E\,s^2=2.25-0.0882=2.1618\ \mathrm{nm}^2,\qquad g=\frac{1.5}{1.4703}=1.0202 .$$

The remaining spectrum is raised by $g^2=1.041$, or 4.1%.

**Scatter.** Equation (8) gives a relative standard deviation of 0.199 for $s^2$; the estimate $\sqrt{2\xi/L}$ gives 0.198. In a simulation of 10000 random edges with the gain applied, the mean of $s^2$ was $2.248\ \mathrm{nm}^2$, with a standard error of $0.0045\ \mathrm{nm}^2$. The first of these edges had $s=1.62$ nm. A difference of this size from 1.5 nm is ordinary scatter and no sign of wrong normalization.

**Forced variance.** For a Gaussian variable $E[x^4]/\sigma_t^4=3$. The random edges gave $2.992\pm0.013$ before each was divided by its own $s$, and $2.889\pm0.004$ afterwards, the uncertainties being standard errors. The size of the drop can be estimated by assuming that the shape of an edge and its $s$ are independent. The Gaussian value 3 is then the forced value times $E[s^4]/\sigma_t^4=1+0.199^2$, so the forced value is $3/1.0396=2.89$. For correlated points independence holds only approximately. Here, with $L\gg\xi$, the estimate is close to the simulated value; when $L$ is only a few times $\xi$ it overstates the drop (about 2.3 against 2.5 for $\xi=200$ nm).

## Periodic or open edges

On a ring the last point is a neighbour of the first. In the example their correlation is 0.82, although they lie at opposite ends of the line. This suits a simulation cell with periodic boundaries and is wrong for an isolated segment.

For an open edge, generate a ring of $2N$ points with $p_n=S_\Delta(n/2L)/(2L)$ and keep $N$ consecutive points. Separations within the segment are at most $L-\Delta$, so the nearest image is at least $L+\Delta$ away. For exponential correlation its contribution is below $\sigma^2e^{-L/\xi}$.

The mean of the segment is no longer a single Fourier mode. For exponential correlation, with the images neglected, counting pairs at separation $d$ gives its variance,

$$V=\frac{\sigma^2}{N^2}\left[N+2T\right],\qquad T=\sum_{d=1}^{N-1}(N-d)a^d .$$

Each $a^d$ appears $N-d$ times in the double sum below, so

$$T=\sum_{k=1}^{N-1}\sum_{d=1}^{k}a^d=\frac a{1-a}\sum_{k=1}^{N-1}(1-a^k)=\frac a{1-a}\left[N-\frac{1-a^N}{1-a}\right].$$

Therefore

$$V=\frac{\sigma^2}{N^2}\left[N\frac{1+a}{1-a}-\frac{2a(1-a^N)}{(1-a)^2}\right],\qquad g_{\rm open}=\frac{\sigma_t}{\sqrt{\sigma^2-V}} .$$

The first term of $V$ is the periodic result (5); the second is the effect of the ends. In the example $V=0.0865\ \mathrm{nm}^2$, the expected sample variance is $2.1635\ \mathrm{nm}^2$, and the gain is 1.0198. The gain hardly differs from the periodic one because $L\gg\xi$, so the reason to choose an open edge here is the correlation of its ends. When $L$ is only a few times $\xi$, the two gains differ noticeably.

## Other roughness exponents

The exponential case can be generalized by a roughness exponent $H>0$:

$$S(f)=\frac{S_0}{[1+(2\pi f\xi)^2]^{H+1/2}} .$$

With $w=2\pi f\xi$ and then $t=1/(1+w^2)$, the normalization integral is

$$\int_{-\infty}^{\infty}\frac{dw}{(1+w^2)^{H+1/2}}=\int_0^1t^{H-1}(1-t)^{-1/2}dt=\frac{\sqrt\pi\,\Gamma(H)}{\Gamma(H+1/2)} .$$

Since $df=dw/(2\pi\xi)$, the condition $\int S\,df=\sigma^2$ requires

$$S_0=2\sqrt\pi\,\xi\sigma^2\,\frac{\Gamma(H+1/2)}{\Gamma(H)} .$$

$H=1/2$ returns the exponential case. At high frequency $S\propto f^{-2H-1}$, so for $\Delta\ll\xi$ the fraction of variance beyond the Nyquist frequency scales as $(\Delta/\xi)^{2H}$. Folding matters more as $H$ decreases. At $H=0$ the variance integral diverges and the method has no finite $\sigma$ to reproduce.

The aliases can be summed explicitly for $|m|\le M$. On each side the rest is approximated by an integral over the power-law tail,

$$\sum_{m>M}S(\pm f+m/\Delta)\approx\Delta S_0(2\pi\xi)^{-2H-1}\frac{F_\pm^{-2H}}{2H},\qquad F_\pm=\frac{M+1/2}\Delta\pm f,$$

valid for $M\gg1$ and $2\pi\xi F_\pm\gg1$. For $H=0.75$ and the other parameters unchanged, this sum with $M=2000$, followed by (1), gives $C_1=2.058\ \mathrm{nm}^2$. The neighbour step is $2(2.25-2.058)=0.384\ \mathrm{nm}^2$, less than half the exponential value: the same $\sigma$ and $\xi$ describe a locally smoother edge. Part of the difference arises because $\xi$ is now only the length scale in $S$; the distance at which $R$ falls to $\sigma^2/e$ is longer than $\xi$ here.

## Choosing the settings

1. Choose $L$ from the scatter you can accept. For exponential correlation with $\Delta\ll\xi\ll L$, the relative scatter of $s^2$ is about $\sqrt{2\xi/L}$ per edge, and averaging $K$ independent edges divides it by $\sqrt K$.
2. Choose $\Delta$ from the smallest detail the later calculation must resolve. Folding gives correct statistics at the points, but supplies no detail between them.
3. Fold the spectrum, then draw coefficients with Hermitian symmetry.
4. Apply a gain if the target is a finite-edge sample variance about the edge's mean. If the target was measured about a fitted straight line, the gain must account for the removed slope as well; for the open edge of the example it is then about 1.040 instead of 1.020. Use the periodic or the open formula to match the edge; the open formula given here holds for exponential correlation.
5. Force $s$ on each edge only when its natural scatter is unwanted.

Equation (2) assumes that $x_j$ is a point value. If it is an average over a cell of width $\Delta$, each Fourier amplitude is first reduced by $\sin(\pi f\Delta)/(\pi f\Delta)$. Multiply $S$ by the square of this factor before folding. The target variance must then also refer to cell averages, which fluctuate less than point values.
